Angular quadrature for elastic transport rates in two dimensions

**A case that can be summed by hand**

Let electrons in two dimensions scatter elastically with equal strength W through every angle. Atomic units are used in the algebra, so ħ = e = 1 and masses are in electron masses. With mass m and wavevector k, the transport rate is an average over the scattering angle θ:

1/τ = (mW/π) ∫₀^π (1 − cos θ) dθ = mW.

The same rate can be written with u = q/2k, where q = 2k sin(θ/2) is the momentum transfer:

1/τ = (4mW/π) ∫₀¹ u²/√(1 − u²) du.

The last integral is π/4, so the two forms agree. Their numerical behaviour differs. Take one midpoint. In angle it lies at θ = π/2, where 1 − cos θ = 1, and the rule returns mW without error. In u it lies at 1/2 and gives (4/π)(1/4)/√(3/4) = 0.37 in units of mW, which is 63% too low.

More angular midpoints also give mW, because each θ is paired with π − θ and the cosines cancel. More midpoints in u improve the result slowly, since the integrand diverges at u = 1. The physics has no divergence there: the scattering strength is constant. The scheme below follows from finding where the divergence comes from and what it costs.

**The two forms for a general scatterer**

Assume one parabolic, isotropic band, E = k²/2m, and static scatterers treated by the golden rule. Let W(q) be the squared matrix element times the sample area, summed over uncorrelated scatterers. Spin is conserved, so final states are counted for one spin.

A weak electric field shifts the distribution by an amount proportional to cos φ, with φ the direction of k. Scattering through θ replaces cos φ by

cos(φ + θ) = cos φ cos θ − sin φ sin θ.

The sine term cancels because θ and −θ are equally likely. The shift therefore decays with weight 1 − cos θ, and

1/τ = 2π ∫ d²k′/(2π)² W(|k − k′|)(1 − cos θ) δ(E − E′).

Since E′ = k′²/2m, the area element is k′dk′dθ = m dE′dθ. The delta function sets k′ = k and leaves m/(2π) times an integral over the full circle. Folding the equal halves together gives

1/τ = (m/π) ∫₀^π W(2k sin(θ/2))(1 − cos θ) dθ.

To change to q, use

dq = k cos(θ/2) dθ = k√(1 − (q/2k)²) dθ,
1 − cos θ = 2 sin²(θ/2) = q²/(2k²).

The factors 1/k and 1/(2k²) combine to give

1/τ = m/(2πk³) ∫₀^{2k} W(q) q²/√(1 − (q/2k)²) dq.

The square root is the Jacobian. At backscattering, θ = π, the transfer q is stationary: a small change of angle hardly changes it. Many angles are therefore packed into a short interval of q below 2k. The density of angles per unit q diverges, while the scattering per unit angle stays finite.

**What the uniform q grid gets wrong**

Divide [0, 2k] into N cells of width h = 2k/N and evaluate at their midpoints. A rule that includes the end q = 2k would fail at once, because the integrand is infinite there. The midpoint rule avoids that point but not its effect.

Let x = 2k − q. Then

1 − (q/2k)² = (x/2k)(2 − x/2k) ≈ x/k.

With q² ≈ 4k², the rate integrand near the end is

C/√x, C = 2mW(2k)/(π√k).

For 1/√x alone, cell j runs from jh to (j + 1)h. Its midpoint contribution is √h/√(j + ½), and its true integral is 2√h(√(j + 1) − √j). The total error is √h times

c = Σ_{j≥0} [1/√(j + ½) − 2(√(j + 1) − √j)] = −0.604899.

The terms fall as j^(−5/2), so the sum converges. It equals the Hurwitz zeta function ζ(½, ½), a value confirmed numerically. Each term is negative because 1/√x is convex, and the midpoint value of a convex function lies below its cell average. The first term is √2 − 2 = −0.586, so 97% of the leading error comes from the one cell that touches q = 2k.

Multiplying c by C√h and inserting h = 2k/N gives

rate error ≈ c · 2√2 mW(2k)/(π√N).

If W is smooth, the next term near the end is proportional to √x. The same scaling gives it an error of order h^(3/2), so the correction to this law is of order N^(−3/2). Quadrupling the number of points merely halves the leading error.

The relative error contains mW(2k)τ, the backscattering strength compared with the transport average. A scatterer that is weak at 2k has a small prefactor but keeps the exponent −1/2 unless W(2k) = 0. This gives a way to test the cause. If W is multiplied by 1 − (q/2k)², the divergence becomes a vanishing square root and the predicted order is N^(−3/2). For the screened charges introduced below, the order measured between 256 and 1024 points is 1.4995.

**What integration in angle changes**

The direct remedy is not to make the change to q. Choose θ, compute q = 2k sin(θ/2), and evaluate W there. With N angular midpoints,

1/τ ≈ (m/N) Σ_j W(2k sin(θ_j/2))(1 − cos θ_j), θ_j = (j + ½)π/N, j = 0, …, N − 1.

The prefactor is m/π times the step π/N. Near backscattering, 2k − q ≈ k(π − θ)²/4. The last angular point has π − θ = π/(2N) and lies about π²k/(16N²) below 2k. The last point of a uniform q grid lies k/N below. The angular grid thus crowds its q values where the Jacobian needs them.

Removing the singularity does not by itself fix the new order of convergence. For that, write G(θ) = W(2k sin(θ/2))(1 − cos θ) and let h now mean π/N. Taylor expansion about the centre of a cell gives

∫_cell G dθ = hG + h³G″/24 + h⁵G⁗/1920 + …

Let M[f] be the midpoint sum of f, I the integral of G, and [f] the value of f at π minus its value at 0. Summing over cells,

I = M[G] + (h²/24)M[G″] + (h⁴/1920)M[G⁗] + …

The same formula applied to G″ gives M[G″] = [G′] − (h²/24)[G‴] + …, and to lowest order M[G⁗] = [G‴]. Since 1/576 − 1/1920 = 7/5760,

M[G] − I = −(h²/24)[G′] + (7h⁴/5760)[G‴] + …

At θ = π the odd derivatives vanish, because sin(θ/2) = cos((π − θ)/2) is even about that point. At small θ,

G = W(0)θ²/2 + kW′(0)θ³/2 + O(θ⁴),

so G′(0) = 0 and G‴(0) = 3kW′(0). The bracket is the upper end minus the lower end, hence [G‴] = −3kW′(0), and

M[G] − I ≈ −7h⁴kW′(0)/1920.

The h² error is absent, and the h⁴ error comes from forward scattering. For a W that falls with q, W′(0) is negative and the rule overestimates the rate at this order. If W′(0) = 0, this term vanishes too.

**Screened charges as a test**

Consider N_i unit charges per area in the plane of an ideal electron sheet, in a medium of permittivity ε. The bare interaction is 2π/(εq). The static response of the electrons at zero temperature, with both spins, is

Π(q) = 4 ∫ d²p/(2π)² f_p · 2m/(q² + 2p·q).

One factor 2 is spin. The other combines the two occupation terms of the response after relabelling momenta. The principal-value integral over the angle of p is 2π/(q√(q² − 4p²)) for p < q/2 and zero for p > q/2. If q ≤ 2k_F, the occupied states cover the whole contributing range, and

Π = (4m/(πq)) ∫₀^{q/2} p dp/√(q² − 4p²) = (4m/(πq))(q/4) = m/π.

In the random-phase approximation the screened interaction is the bare one divided by 1 + (2π/εq)(m/π). Hence

W(q) = N_i [2π/(ε(q + q_s))]², q_s = 2m/ε.

Electrons at the Fermi level have k = k_F, so this form covers every transfer they can make.

For numbers, take an electron channel in SnO₂, a wide-gap oxide, with rough values m = 0.27 and ε = 12. The electron density is 10¹³ cm⁻² and the charged-defect density 10¹² cm⁻². For one valley with two spins,

k = √(2πn) = √(2π × 0.1 nm⁻²) = 0.793 nm⁻¹.

The largest transfer is 2k = 1.585 nm⁻¹ and q_s = 0.850 nm⁻¹, so s = q_s/2k = 0.536. The rate is ħ/τ = 0.00446 eV, which gives τ = 148 fs and a mobility eτ/m of about 960 cm²/Vs.

Two calculations that do not use the angular formula support this rate within the model. One sums the golden rule over a Cartesian grid of final states, with the energy delta function replaced by a Gaussian of width 2% of the Fermi energy. It differs by 3.7 × 10⁻⁵ of the rate. The other solves the radial wave equation for charges ±0.02, averages the two rates and divides by 0.02². It differs by about −2 × 10⁻⁵, a figure that shifts by roughly 10⁻⁵ with the integration range and the number of partial waves kept.

The backscattering ratio is mW(2k)τ = 0.761. The predicted relative error of the q grid is therefore

−0.6049 × (2√2/π) × 0.761/√N = −0.414/√N.

Actual relative errors, measured against a high-precision integral in q, are:

N = 8: −0.147 in q, 2.9 × 10⁻⁴ in angle
N = 32: −0.0734 in q, 1.2 × 10⁻⁶ in angle
N = 128: −0.0366 in q, 4.9 × 10⁻⁹ in angle

The q errors halve with each fourfold refinement. The angular errors fall by factors of about 230 and 250, approaching the 4⁴ = 256 of the h⁴ law. At 64 points the angular error is 0.998 of the predicted leading term.

An accuracy of 0.1% needs (0.4144/0.001)² ≈ 172,000 uniform points in q. Eight angular midpoints already do better. Both grids are uniform midpoint rules, so this gain comes from the variable and not from a more elaborate rule.

**A faster rule and its limit**

Once the integrand is smooth in angle, Gauss–Legendre nodes can exploit it. Map the angle to x = 2θ/π − 1, which runs from −1 to 1. How fast the rule converges depends on singularities outside this interval.

Consider first the function 1/(z − x), with z outside the interval. Let P_n be the Legendre polynomial whose zeros are the n nodes. The quotient (P_n(z) − P_n(x))/(z − x) is a polynomial of degree n − 1 in x, which the rule integrates without error. At the nodes P_n(x) = 0, so the true integral minus the Gauss sum is

Q_n(z)/P_n(z), Q_n(z) = ∫₋₁¹ P_n(x)/(z − x) dx.

For n ≥ 1 both P_n(z) and Q_n(z) obey

(n + 1)F_{n+1} = (2n + 1)zF_n − nF_{n−1}.

At large n the ratio λ of successive terms satisfies λ² − 2zλ + 1 = 0. Its roots have magnitudes ρ and 1/ρ, and for real z

ρ = |z| + √(z² − 1).

Since |P_n(x)| ≤ 1 on the interval, Q_n stays bounded and must take the decaying root. P_n(z) starts from 1 and z, with |z| > 1, and takes the growing one. The error therefore falls as ρ^(−2n).

For screened charges W has a double pole where sin(θ/2) = −s. For s < 1 the nearest one is at θ = −2 asin(s), or

x₀ = −1 − (4/π) asin(s).

A double pole is the derivative of a simple pole with respect to its position. Differentiating ρ^(−(2n+1)) brings down a factor 2n + 1, so the leading error is proportional to (2n + 1)ρ^(−(2n+1)). The other poles lie farther away and contribute terms that fall faster.

Here ρ = 3.12, and each added node eventually reduces the error by nearly ρ², about ten. The relative errors are 8.4 × 10⁻⁴, 2.6 × 10⁻⁷ and 4.7 × 10⁻¹¹ for 4, 8 and 12 nodes. The last two, corrected for the factor 2n + 1, give a measured ρ of 3.08. Four nodes suffice for 0.1% in this example.

The pole also shows where the method weakens. The angular integrand is proportional to

(1 − cos θ)/(q + q_s)² = (1/2k²)[u/(u + s)]², u = sin(θ/2).

When s is large, W is nearly constant and the opening case returns. The rate tends to mW(0), and W(0) = N_i(π/m)² gives π²N_i/m. The permittivity has dropped out because screening fixes the interaction at small q.

When s = 0, the bracket is 1 and the angular integral is π/(2k²). The rate is then 2π²mN_i/(ε²k²), again from a constant integrand. Between s = 0 and moderate s lies the awkward case. For small but nonzero s the integrand is flat except for a dip to zero at forward scattering. At θ ≈ 2s it has recovered to only a quarter of its flat value, and it reaches 90% only near θ ≈ 37s. The pole approaches θ = 0 and ρ approaches 1, so each added node eventually gains less, even though the singularity at 2k has gone. For a fixed accuracy the node count rises as s falls, until the dip is too small to matter. Nodes concentrated near θ = 0 then address the remaining difficulty.

The substitution thus cures the Jacobian and leaves W as it was. If the factor 1 − cos θ is dropped to obtain the total scattering rate, unscreened charges give an integrand that grows as 1/θ². That integral diverges in either variable.

An interior feature occurs for an electron with k > k_F at zero temperature. For q > 2k_F the occupied states end before p = q/2, and the response integral becomes

Π = (m/π)[1 − √(1 − (2k_F/q)²)].

Its slope is singular at q = 2k_F, which corresponds to θ₀ = 2 asin(k_F/k). The angular range should be split there. On the upper side, setting θ = θ₀ + t² turns the square-root onset into a smooth function of t.

**What the mobility means for a real channel**

The quadrature error can be made far smaller than the error of the model. The 960 cm²/Vs is a zero-temperature, Born-approximation value for defects in an ideal sheet. The following estimates change one assumption at a time and should not be combined as if they were independent.

Among the zero-temperature changes, the largest comes from thickness. A variational density proportional to z²exp(−bz) has a mean depth of 2.3 nm. With the defects placed at that depth, the mobility rises to about 2900 cm²/Vs, three times the sheet value. Spreading the electrons multiplies their bare coupling to a defect at depth z₀ by the density average of exp(−q|z − z₀|). This factor is smallest at large q, where 1 − cos θ gives the most weight. The spread also weakens the screening, which takes back part of the gain. The factor of three is close to the smallest gain, because the result depends strongly on where the defects sit: about 2700 cm²/Vs at a depth of 2 nm, 16,000 at the interface and 27,000 at 5 nm.

The Born approximation is also poor at full charge. Partial waves, with the screened form q + q_s extended to all q, give about 790 cm²/Vs for attractive centres and 1940 for repulsive ones, while the Born rate does not depend on the sign. Scattering beyond the Born approximation also samples q > 2k_F, where the electrons screen less; using the weaker response there moves the two values to about 630 and 2290. Exchange in the screening, estimated with the Hubbard local-field factor, gives about 670. Isotropic masses of 0.23 and 0.30 give about 1160 and 850; these runs indicate sensitivity and do not replace an anisotropic calculation. An insulator of permittivity 9 on one side, in the thin-sheet limit, gives about 830.

At 300 K the thermal energy is 0.29 of the Fermi energy. Thermal averaging with temperature-dependent screening lowers the elastic mobility modestly, to about 900 cm²/Vs. Lattice vibrations can matter more. Absorption of a 0.09 eV polar phonon, with a high-frequency permittivity of 4, corresponds to about 280 cm²/Vs. Adding that rate to the thermally averaged elastic one gives about 210. This phonon estimate leaves out emission, screening and the thickness of the layer, and it counts each absorption as a full loss of momentum. These omissions pull in opposite directions. Solving the linearised Boltzmann equation at 300 K with emission and in-scattering lowers the phonon-limited value of the unscreened sheet to about 150 cm²/Vs. Thickness raises that to about 460, and thickness with screening to roughly 700 to 1200, depending on how the screening is treated. Together with the sheet defects the range is about 120 to 450, so 210 is not a prediction.

Good bulk SnO₂ crystals have room-temperature mobilities of roughly a few hundred cm²/Vs, and films are often well below that. The zero-temperature 960 should therefore not be read as an operating value. A sheet density of 10¹³ cm⁻² implies an interface field of 1.5 MV/cm in this model. A triangular well with the mean field gives a subband gap of 0.16 eV, above the Fermi energy of 0.089 eV, but it overstates the confinement. Without fixed depletion charge the field dies away with depth and the well levels off. For the variational density above, its top lies only about 0.05 eV over the lowest level, which is less than the Fermi energy. A second subband is therefore likely to hold some electrons even at zero temperature, and the single-subband sheet is an approximation. The Fermi energy is 2.5% of the rough 3.6 eV band gap, which suggests a small nonparabolic correction. Surface roughness, grain boundaries and correlated defect positions are not sized here, and any of them may matter in a film.

For moderately screened charges, the working choice is Gauss–Legendre quadrature in θ, with the node count raised until the rate settles. If W is instead a smooth function of q², the angular integrand is even and periodic, all its odd derivatives vanish at both ends, and plain angular midpoints can do better still. For W proportional to exp(−q²/k²), eight midpoints give a relative error of about 10⁻¹², against 2 × 10⁻⁶ for eight Gauss nodes. Weak screening or a sharp feature in W calls for a split range or concentrated nodes. The numerical output below gives further digits for most of the values quoted.

Values computed for the example and the checks

```
SnO2 rough inputs: mass 0.27 m_e, permittivity 12.0
electron density 1.0e+13 cm^-2
charged defect density 1.0e+12 cm^-2
Fermi wavevector 0.7927 nm^-1
largest transfer 2k 1.5853 nm^-1
screening wavevector 0.8504 nm^-1
screening ratio q_s/2k 0.5364
Fermi energy 0.0887 eV
transport rate hbar/tau 0.004462 eV
transport lifetime 147.52 fs
Born defect mobility at 0 K 961.0 cm2/Vs
k times mean free path 39.7
Cartesian golden-rule relative difference 3.66e-05
weak partial-wave relative difference -1.31e-05
endpoint constant -0.604899
m W(2k) tau 0.76093
q error coefficient times sqrt(N) -0.41440
N | q relative error | q law | angular midpoint error
   8 | -1.4732e-01 | -1.4651e-01 | 2.86e-04
  32 | -7.3361e-02 | -7.3257e-02 | 1.24e-06
 128 | -3.6641e-02 | -3.6629e-02 | 4.90e-09
 512 | -1.8316e-02 | -1.8314e-02 | 1.91e-11
2048 | -9.1573e-03 | -9.1571e-03 | 7.46e-14
order after endpoint removal 1.4995
64-point angle error/law 0.99796
Gauss angle nodes 4: relative error 8.419e-04
Gauss angle nodes 8: relative error 2.575e-07
Gauss angle nodes 12: relative error 4.697e-11
Gauss rho from pole 3.1214, measured 3.0784
points for 0.1 percent: uniform q 171732, Gauss angle 4
elastic mobility at 300 K 895.8 cm2/Vs
thermal energy/Fermi energy 0.292
rough phonon inputs: 0.090 eV, eps_inf 4.0
phonon absorption mobility 281 cm2/Vs
300 K summed-rate estimate 214 cm2/Vs
mean layer depth 2.305 nm
finite-thickness mobility 2921 cm2/Vs
Hubbard-screened mobility 668 cm2/Vs
partial-wave attractive mobility 789 cm2/Vs
partial-wave repulsive mobility 1943 cm2/Vs
mass 0.23 mobility 1164 cm2/Vs
mass 0.30 mobility 852 cm2/Vs
insulator permittivity 9.0, mean 10.5
insulator-side mobility 826 cm2/Vs
triangular-well subband gap 0.163 eV
rough band gap 3.6 eV, E_F/gap 0.0246
interface field 1.51 MV/cm
```
